\section*{Splitting, redistribution and recombination rates from first-order quartic anharmonicity}

\section{The coupling}

\paragraph{Q.} You want phonon lifetimes from the quartic part of the lattice energy. Which operator do you mean, and what fixes its size?

\paragraph{A.} Take a crystal of $N$ cells with atoms of mass $M$. A mode $\lambda=(\mathbf q,j)$ has angular frequency $\omega_\lambda$, and $-\lambda=(-\mathbf q,j)$ has the same frequency. Let $b$ label the bonds of a cell. The relative displacement of the two ends of bond $b$ in cell $l$ is
\begin{equation}
\Delta\mathbf u_{lb}=\sum_\lambda\sqrt{\frac{\hbar}{2MN\omega_\lambda}}\,
\mathbf d_b(\lambda)e^{i\mathbf q\cdot\mathbf R_l}A_\lambda,\qquad
A_\lambda=a_\lambda+a^\dagger_{-\lambda},
\end{equation}
where $\mathbf d_b$ is the difference of the polarization vectors at the two ends, Bloch phase included. If $T^b$ is the tensor of fourth derivatives of the bond energy, the quartic Taylor term is $\frac1{24}\sum_{lb}T^b\Delta u\,\Delta u\,\Delta u\,\Delta u$. Inserting the expansion, the sum over cells gives $N$ if the four wavevectors add to a reciprocal lattice vector and zero otherwise. Hence
\begin{align}
H_4&=\frac1{24}\sum_{\lambda_1\ldots\lambda_4}V(\lambda_1,\lambda_2,\lambda_3,\lambda_4)
A_{\lambda_1}A_{\lambda_2}A_{\lambda_3}A_{\lambda_4},\\
V&=N\prod_{i=1}^4\sqrt{\frac{\hbar}{2MN\omega_i}}\;F,\qquad
F=\sum_b T^b_{\alpha\beta\gamma\delta}d^\alpha_b(\lambda_1)d^\beta_b(\lambda_2)d^\gamma_b(\lambda_3)d^\delta_b(\lambda_4).
\end{align}
$V$ is an energy, symmetric in its labels. Since $|V|^2\propto N^{-2}$ and two wavevectors remain free, a rate summed over partners is finite for a large crystal.

\section{Counting}

\paragraph{Q.} There is a $1/24$ in front. Why is it not squared into the rate?

\paragraph{A.} Let mode 0 split into three different modes 1, 2, 3. The required operators are $a_0a_1^\dagger a_2^\dagger a_3^\dagger$, and they can come from the four factors $A$ in $4!=24$ ways. They commute, and $V$ is symmetric, so the 24 equal terms cancel the prefactor. With $a|n\rangle=\sqrt n|n-1\rangle$ and $a^\dagger|n\rangle=\sqrt{n+1}|n+1\rangle$, the squared matrix elements are
\begin{align}
0\to1+2+3:&\quad |V_s|^2\,n_0(1+n_1)(1+n_2)(1+n_3),\\
0+1\to2+3:&\quad |V_r|^2\,n_0n_1(1+n_2)(1+n_3),\\
0+1+2\to3:&\quad |V_c|^2\,n_0n_1n_2(1+n_3),
\end{align}
with $V_s=V(0,-1,-2,-3)$, $V_r=V(0,1,-2,-3)$ and $V_c=V(0,1,2,-3)$. The minus signs appear because $A_{-\lambda}$ contains $a_\lambda^\dagger$. These are splitting, redistribution and recombination.

\paragraph{Q.} Then the three processes should enter with equal weight.

\paragraph{A.} They do, per distinct event. But it is convenient to sum freely over the labels 1, 2, 3. A splitting event then appears $3!$ times, so its weight is $1/6$. In redistribution the two created phonons can be exchanged, and in recombination the two absorbed partners can. Each of these events appears twice, so each weight is $1/2$.

\paragraph{Q.} That fails when two partners are the same mode. The pair is then not counted twice.

\paragraph{A.} The matrix element changes too. For $0\to1+1+2$ there are $4!/2!=12$ label arrangements, so the amplitude is $\frac{12}{24}V\sqrt{(n_1+1)(n_1+2)}$ times the factors of modes 0 and 2. Assume a geometric number distribution $P(n)=(1-x)x^n$, as in thermal equilibrium, with mean $\bar n=x/(1-x)$ and $1+\bar n=1/(1-x)$. Then
\begin{align}
\langle(n+1)(n+2)\rangle&=(1-x)\frac{d^2}{dx^2}\frac1{1-x}=\frac{2}{(1-x)^2}=2(1+\bar n)^2,\\
\langle n(n-1)\rangle&=(1-x)\,x^2\frac{d^2}{dx^2}\frac1{1-x}=2\bar n^2 .
\end{align}
The event therefore contributes $\frac14\cdot2(1+\bar n_1)^2=\frac12(1+\bar n_1)^2$. The ordered sum contains it three times, as 112, 121 and 211, with weight $3/6=1/2$. The two agree. The second average does the same for two equal absorbed partners.

This was tested with four coupled modes of mean occupations 0.15, 0.03, 0.07 and 0.05, by summing squared matrix elements over all number states with up to seven phonons per mode. The three weighted formulas, repeated partners included, matched with relative deviations of at most $6\times10^{-6}$.

\paragraph{Q.} What about $0+1\to0+1$? It conserves everything.

\paragraph{A.} It changes no population. Such diagonal terms shift frequencies at first order and are left out of the rate. Events that use mode 0 twice, such as $0+0\to2+3$, form a fraction of order $1/N$ of the sum and are dropped.

\section{From amplitude to rate}

\paragraph{Q.} Where does a constant rate come from? First-order amplitudes oscillate.

\paragraph{A.} For a final state detuned by the angular frequency $\Delta$ and a matrix element $W$,
\begin{equation}
|c(t)|^2=\left|\frac{W}{\hbar}\int_0^te^{i\Delta t'}dt'\right|^2
=\frac{|W|^2}{\hbar^2}\frac{\sin^2(\Delta t/2)}{(\Delta/2)^2}.
\end{equation}
As a function of $\Delta$ the last fraction has area $2\pi t$ and width of order $1/t$. If the density of final states is smooth over that width, it acts as $2\pi t\,\delta(\Delta)$, and the probability grows at the rate $2\pi|W|^2\delta(\Delta)/\hbar^2$. Two conditions follow: the density of final states, averaged over the level spacing, must vary little over a frequency range equal to the decay rate, and the time must be shorter than the recurrence time set by the level spacing.

Both hold in this test with $\hbar=1$. One phonon of frequency 1.5 couples with $V=0.0018$ to triples drawn from 20 equally spaced frequencies between 0 and 1. The density of ordered triples at 1.5 is close to $20^3\times\frac34=6000$, so the golden rule gives $2\pi(0.0018)^2\times6000/6=0.0204$. Exact diagonalization, fitted between times 20 and 80, gives 0.0207, which is 1.5\% higher. The recurrence time is $2\pi\times20\approx126$.

\paragraph{Q.} You have counted losses. Phonons also come back.

\paragraph{A.} Each event has a reverse with the same $|V|^2$. With uncorrelated modes, averages of products are products of averages, and from here on $n$ denotes a mean. The net losses contain the brackets
\begin{align}
B_s&=n_0(1+n_1)(1+n_2)(1+n_3)-(1+n_0)n_1n_2n_3,\\
B_r&=n_0n_1(1+n_2)(1+n_3)-(1+n_0)(1+n_1)n_2n_3,\\
B_c&=n_0n_1n_2(1+n_3)-(1+n_0)(1+n_1)(1+n_2)n_3 .
\end{align}
Now disturb mode 0 alone and keep the partners at Bose occupations $n_i=1/(e^{x_i}-1)$, $x_i=\hbar\omega_i/k_BT$. Each bracket is linear in $n_0$ and vanishes at equilibrium, so it equals the deviation of $n_0$ times the slope $\partial B/\partial n_0$.

\paragraph{Q.} Those slopes are differences of triple products. I see no simple factor.

\paragraph{A.} Use $1+n_i=n_ie^{x_i}$ and energy conservation. For splitting, $x_1+x_2+x_3=x_0$, so
\begin{equation}
\frac{\partial B_s}{\partial n_0}=(1+n_1)(1+n_2)(1+n_3)-n_1n_2n_3
=n_1n_2n_3(e^{x_0}-1)=\frac{n_1n_2n_3}{n_0}.
\end{equation}
For redistribution, $x_2+x_3=x_0+x_1$. The positive term is $n_1n_2n_3e^{x_0+x_1}=(1+n_1)n_2n_3e^{x_0}$, hence
\begin{equation}
\frac{\partial B_r}{\partial n_0}=(1+n_1)n_2n_3(e^{x_0}-1)=\frac{(1+n_1)n_2n_3}{n_0}.
\end{equation}
For recombination, $x_3=x_0+x_1+x_2$. The positive term is $n_1n_2n_3e^{x_3}=(1+n_1)(1+n_2)n_3e^{x_0}$, hence
\begin{equation}
\frac{\partial B_c}{\partial n_0}=\frac{(1+n_1)(1+n_2)n_3}{n_0}.
\end{equation}
In these results $n_0$ is the equilibrium value. The deviation of the population decays as $e^{-\Gamma t}$ with
\begin{align}
\Gamma=\frac{2\pi}{\hbar^2}\sum_{123}\Big[
&\frac{|V_s|^2}{6}\frac{n_1n_2n_3}{n_0}\,\delta(\omega_0-\omega_1-\omega_2-\omega_3)\nonumber\\
+&\frac{|V_r|^2}{2}\frac{(1+n_1)n_2n_3}{n_0}\,\delta(\omega_0+\omega_1-\omega_2-\omega_3)\nonumber\\
+&\frac{|V_c|^2}{2}\frac{(1+n_1)(1+n_2)n_3}{n_0}\,\delta(\omega_0+\omega_1+\omega_2-\omega_3)\Big].
\label{rate}
\end{align}
This is a single-mode relaxation rate. If the partners are also driven out of equilibrium, as in a heat current, the full brackets must be linearized in all four occupations.

\section{Temperature}

\paragraph{Q.} A splitting factor $n_1n_2n_3/n_0$ seems to vanish in the cold. Yet an excited phonon can split in an empty crystal.

\paragraph{A.} The denominator vanishes equally fast. The unreduced slope $(1+n_1)(1+n_2)(1+n_3)-n_1n_2n_3$ tends to 1, while the other two slopes vanish because a thermal partner must be absorbed. In the hot limit $n_i\to1/x_i\gg1$, and all three factors approach
\begin{equation}
\frac{x_0}{x_1x_2x_3}=\left(\frac{k_BT}{\hbar}\right)^2\frac{\omega_0}{\omega_1\omega_2\omega_3}.
\end{equation}
At fixed frequencies and couplings each channel then grows as $T^2$.

\paragraph{Q.} Is the approach to $T^2$ from above or below?

\paragraph{A.} It depends on the channel. From $d\ln n/d\ln T=x(1+n)$ and $d\ln(1+n)/d\ln T=xn$, the logarithmic slope of each factor is
\begin{equation}
p=x_1n_1+x_2n_2+x_3n_3-x_0n_0+s,
\end{equation}
where energy conservation gives $s=0$, $x_1$ and $x_1+x_2$ for splitting, redistribution and recombination. Insert $xn=1-x/2+x^2/12+\ldots$ The linear terms give $-(x_1+x_2+x_3-x_0)/2=-s$ in every channel, which cancels $s$. Thus
\begin{equation}
p\simeq2+\frac{x_1^2+x_2^2+x_3^2-x_0^2}{12}.
\end{equation}
For splitting $x_0$ is the sum of the other three, so $p<2$ at this order. For recombination $x_3>x_0$, so $p>2$. Redistribution can go either way.

\section{A silicon-like crystal}

\paragraph{Q.} Put numbers in. Which phonons matter in a transistor?

\paragraph{A.} Hot electrons in a silicon channel emit optical phonons, and acoustic phonons carry most of the heat away. I take one of each as an example. The optical one is the zone-centre mode, which is simple to treat but is not the one the electrons mainly emit: in silicon's conduction valleys symmetry forbids its emission at leading order, and the optical phonons emitted there mostly have large wavevectors. The model is a diamond lattice with rough, round parameters: stretch stiffness $k=140$ N/m, bending stiffness $\kappa=6$ N/m, bond length 0.235 nm, $M=28.1$ u. The bond energy is the Morse form $\frac{k}{2a^2}(1-e^{-a(r-r_0)})^2$ with $a=13$ nm$^{-1}$. Its third and fourth radial derivatives at $r_0$ are $g_3=-3ak=-5460$ N/m/nm and $g_4=7a^2k=1.66\times10^5$ N/m/nm$^2$. The tensor $T^b$ also includes the terms from transverse motion of the bond. Bending is harmonic, with energy $\frac\kappa2(\Delta\mathbf u_i\cdot\hat{\mathbf b}_j+\Delta\mathbf u_j\cdot\hat{\mathbf b}_i)^2$ for each pair of bonds $i,j$ sharing an atom, with unit vectors $\hat{\mathbf b}$. This simple form also responds to stretching at fixed angles, so $k$ is not the whole stretch stiffness.

At the zone centre the two sublattices move apart by $\mathbf u$. The four stretches give $\sum(\mathbf u\cdot\hat{\mathbf b})^2=\frac43u^2$, and the twelve bond pairs of the cell give $\frac{16}3u^2$. With reduced mass $M/2$,
\begin{equation}
\omega_0^2=\frac{8k+32\kappa}{3M}=\frac{1312\ \mathrm{N/m}}{3M},\qquad \frac{\omega_0}{2\pi}=15.4\ \mathrm{THz}.
\end{equation}
The second mode is the longitudinal acoustic phonon halfway to the zone-boundary point X, at 6.59 THz. Equation (\ref{rate}) is summed over all branches on a $6\times6\times6$ wavevector mesh, with the delta function replaced by a Gaussian of standard deviation 0.4 THz in frequency. The occupation factors enter in their unreduced form, as the slopes $\partial B/\partial n_0$, which differ slightly from the reduced ones when energy conservation is broadened: the redistribution entries and acoustic recombination change by about 2\% or less. At 300 K, in ns$^{-1}$:
\begin{center}
\begin{tabular}{lcc}
 & optical & acoustic\\
splitting & 2.25 & 0.0008\\
redistribution & 36.7 & 2.67\\
recombination & $2\times10^{-6}$ & 0.64\\
total & 38.9 & 3.31
\end{tabular}
\end{center}
The lifetimes from this quartic part alone are $1/38.9\ \mathrm{ns}=26$ ps and $1/3.31\ \mathrm{ns}=0.30$ ns.

\paragraph{Q.} Why is optical recombination practically absent?

\paragraph{A.} It needs a phonon of frequency above $\omega_0$. The highest frequency on the mesh is 15.39 THz, below the 15.41 THz of the mode itself. The zone-centre mode is the top of the model's spectrum, so the channel is closed. The tiny remainder comes from the Gaussian tails. Its size depends on the mesh and the width, and the tabulated value has no physical meaning.

\paragraph{Q.} And why does redistribution beat splitting, when an optical phonon has so much energy to give?

\paragraph{A.} The weights explain a factor of 3, but the optical ratio is $36.7/2.25\approx16$. The remaining factor of about 5 combines occupations, couplings and the number of allowed events, which these sums do not separate. Splitting is not frozen out: for three equal partners, $n_0=0.0929$ gives $e^{x_0/3}=(1.0929/0.0929)^{1/3}=2.27$, hence $n_1=0.785$ and a factor $n_1^3/n_0=5.2$, against 1 in the cold. For the acoustic mode, splitting must use partners averaging 2.2 THz. These sums do not show which factor makes it so weak.

\paragraph{Q.} Does the temperature behave as you said?

\paragraph{A.} Between 300 and 400 K, with frequencies and couplings fixed, optical splitting rises from 2.25 to 3.76 ns$^{-1}$, an exponent $\ln(3.76/2.25)/\ln(4/3)=1.8$. Acoustic recombination rises from 0.637 to 1.238 ns$^{-1}$, an exponent 2.3. They lie below and above 2, as derived. The totals have exponents 2.2 and 2.4, since redistribution dominates them and here lies above 2.

\section{What the first-order rate leaves out}

\paragraph{Q.} Cubic anharmonicity, taken twice, also connects four phonons. Is it smaller?

\paragraph{A.} Not by any power of the displacement. Let one pair of phonons deliver energy $\hbar\Omega$ at a cubic vertex, with intermediate mode $j$. That vertex may act first, creating or absorbing $j$, or the other vertex may. The four contributions to second-order perturbation theory give
\begin{equation}
\frac1\hbar\left[\frac{n_j+1}{\Omega-\omega_j}+\frac{n_j}{\Omega+\omega_j}-\frac{n_j+1}{\Omega+\omega_j}-\frac{n_j}{\Omega-\omega_j}\right]
=-\frac{2\omega_j}{\hbar(\omega_j^2-\Omega^2)} .
\end{equation}
The occupation $n_j$ cancels. This factor multiplies the two cubic couplings, and the result, summed over $j$ and the three pairings, adds to $V$ before squaring. For a Morse bond the natural ratio is $g_3^2/(kg_4)=9/7$, of order one.

I sampled 200 redistribution events of the acoustic mode at random wavevectors, taking the branches closest to energy conservation and broadening the poles by 0.4 THz. The median exchange amplitude is 1.2 times the median quartic one, and so is the median of their sum. With only 200 events, these ratios are uncertain by roughly 0.2. If every amplitude grew by 1.22, acoustic redistribution would rise from 2.7 to 4.0 ns$^{-1}$. Medians do not establish that. With all events weighted as in the rate, the factor is about 2 rather than 1.5 at this pole broadening, about 1.5 at 0.8 THz and about 3 at 0.2 THz, so events near a pole matter and no definite number follows. The samples do show that equation (\ref{rate}) is the quartic part of the four-phonon rate and not the whole. Near a pole, exchange becomes two successive three-phonon events, which must not be counted twice.

\paragraph{Q.} How do ordinary three-phonon events compare?

\paragraph{A.} In the same model at 300 K they give 396 ns$^{-1}$ for the optical mode and 66 ns$^{-1}$ for the acoustic one, on a $14\times14\times14$ mesh with the same Gaussian. A $24\times24\times24$ mesh gives 401 and 67 ns$^{-1}$, and narrowing the Gaussian to 0.1 THz on that mesh gives 376 and 65 ns$^{-1}$, so the optical value is uncertain by about 5\%. The quartic rates are 10\% and 5\% of these. They are also small against the angular frequencies, by factors $4\times10^{-4}$ and $8\times10^{-5}$. With the three-phonon rates added, the ratios are still below 1\%, so the phonons remain well defined. A $5\times5\times5$ mesh changes the quartic totals by less than 1\%. On that mesh, widening the Gaussian to 0.6 THz changes them by about 1\% or less.

\paragraph{Q.} Would you trust this for a real device?

\paragraph{A.} At most for orders of magnitude. The zone-centre optical phonon of silicon lies near 16 THz and lives for roughly one to three picoseconds at room temperature. The model gives 15.4 THz and, adding its three-phonon and quartic rates, $1/(396+39)\ \mathrm{ns}=2.3$ ps, or 2.4 ps with the narrower Gaussian. About nine tenths of that rate is the three-phonon part, so the comparison says little about the quartic rates. With round parameters it shows a sensible regime, not accuracy. The acoustic branches are rough: the transverse frequency at X is 5.9 THz against about 4.5 THz in silicon, and the sound speeds along [100] are 4.6 and 7.5 km/s against about 5.8 and 8.4 km/s, so the energy-conserving events are not those of silicon. Bending anharmonicity, long-range forces, isotopes, electrons and thermal expansion are missing.

A thin film breaks the assumption of an infinite crystal. The acoustic mode moves at 6.55 km/s. If it travels straight across a 50 nm film and scatters diffusely at the surface, its boundary rate is $6.55\ \mathrm{km/s}/50\ \mathrm{nm}=131$ ns$^{-1}$. Added to $66+3.3$ ns$^{-1}$, this nearly triples the total and lowers the quartic share from 5\% to below 2\%. The numerical output lists the remaining values.

\section*{Computed results}
\begin{verbatim}
Ring matrix elements, largest relative error: 2.5e-15
Weight test, relative errors: 5.5e-06, 4.6e-06, 4.7e-06
High-T factor, largest relative deviation: 3.0e-07
Decay test, exact rate: 0.02067 (model units)
Decay test, golden-rule rate: 0.02036 (model units)
Stretch stiffness: 140 N/m
Bending stiffness: 6 N/m
Morse range parameter: 13 1/nm
Bond length: 0.235 nm
Atomic mass: 28.1 u
Cubic bond constant: -5460 N/m/nm
Quartic bond constant: 165620 N/m/nm^2
Gaussian width: 0.4 THz; main mesh: 6 x 6 x 6
Highest frequency on offset mesh: 15.39 THz
optical: frequency 15.41 THz, n0(300 K) = 0.0929
optical 300 K splitting: 2.254 1/ns
optical 300 K redistribution: 36.66 1/ns
optical 300 K recombination: 2.068e-06 1/ns
optical 300 K quartic total: 38.92 1/ns
optical 400 K splitting: 3.76 1/ns
optical 400 K redistribution: 70.41 1/ns
optical 400 K recombination: 3.74e-06 1/ns
optical 400 K quartic total: 74.17 1/ns
optical 300 K quartic lifetime: 25.69 ps
optical temperature exponent, 300 to 400 K: 2.24
optical 300 K total, mesh 5: 38.79 1/ns
optical 300 K total, mesh 5, width 0.6 THz: 38.3 1/ns
optical 300 K three-phonon rate: 395.5 1/ns
optical quartic/three-phonon ratio: 0.0984
optical quartic rate / angular frequency: 4.02e-04
acoustic: frequency 6.59 THz, n0(300 K) = 0.5346
acoustic 300 K splitting: 0.0007983 1/ns
acoustic 300 K redistribution: 2.671 1/ns
acoustic 300 K recombination: 0.6365 1/ns
acoustic 300 K quartic total: 3.308 1/ns
acoustic 400 K splitting: 0.001402 1/ns
acoustic 400 K redistribution: 5.362 1/ns
acoustic 400 K recombination: 1.238 1/ns
acoustic 400 K quartic total: 6.601 1/ns
acoustic 300 K quartic lifetime: 302.3 ps
acoustic temperature exponent, 300 to 400 K: 2.40
acoustic 300 K total, mesh 5: 3.29 1/ns
acoustic 300 K total, mesh 5, width 0.6 THz: 3.287 1/ns
acoustic 300 K three-phonon rate: 66.13 1/ns
acoustic quartic/three-phonon ratio: 0.0500
acoustic quartic rate / angular frequency: 7.99e-05
Cubic exchange / quartic amplitude, medians: 1.22
Summed / quartic amplitude, medians: 1.22
Acoustic group speed: 6.55 km/s
Boundary rate, 50 nm film: 131 1/ns
\end{verbatim}
